# Contact and dipolar hyperfine couplings in the projector augmented-wave method, part 2

The problem is to obtain the hyperfine tensor $A_{ab}$ of the nucleus at $\mathbf R_I$ from projector augmented-wave (PAW) orbitals, in Hartree atomic units with $c=1/\alpha$. Here $m$ is the spin density of a multiplet of spin $S$ in the state $M_S=S$, $g_e$ and $g_N$ are the electron and nuclear $g$ factors, $m_p$ is the proton mass, $Z$ the nuclear charge and $\mathbf n=\mathbf r/r$. Lemma 1 and its proof give

$$A_{ab}=\frac{P}{2S}\Big[\frac{8\pi}{3}m(\mathbf R_I)\delta_{ab}+T_{ab}\Big],\qquad P=\frac{\alpha^2g_eg_N}{4m_p},\qquad T_{ab}=\mathrm{PV}\!\int m(\mathbf r)K_{ab}(\mathbf r-\mathbf R_I)\,d^3r,$$

$$K_{ab}(\mathbf r)=\frac{3n_an_b-\delta_{ab}}{r^3},\qquad\partial_a\partial_b\frac1r=\mathrm{PV}K_{ab}-\frac{4\pi}{3}\delta_{ab}\delta^3(\mathbf r).$$

(A1) Spheres $\Omega_J$ of radius $r_c^J$ about $\mathbf R_J$ do not overlap. Each has partial waves $\phi_i=u_iY_i/r$, smooth ones $\tilde\phi_i=\tilde u_iY_i/r$ and projectors $p_i$, with $l_i\le l_{\max}$, $u_i=r^{l_i+1}w_i$, $\tilde u_i=r^{l_i+1}\tilde w_i$ and $Y_p=\sqrt{3/4\pi}\,\mathbf e\cdot\mathbf n$. The smooth orbitals $\tilde\psi_n$ have one-centre expansions $\psi^{1,J}_n=\sum_{i\in J}\phi_i\langle p_i|\tilde\psi_n\rangle$ and $\tilde\psi^{1,J}_n=\sum_{i\in J}\tilde\phi_i\langle p_i|\tilde\psi_n\rangle$ (radial parts $u^1$, $\tilde u^1$). With occupations $f_n$ and spin signs $\sigma_n$, Lemma 2 reads

$$m=\tilde m+\sum_J\Delta m^J+\sum_Jx^J,\qquad\tilde m=\sum_nf_n\sigma_n\tilde\psi_n^2,$$

$$\Delta m^J=\sum_{ij}D^J_{ij}(\phi_i\phi_j-\tilde\phi_i\tilde\phi_j),\qquad D^J_{ij}=\sum_nf_n\sigma_n\langle\tilde\psi_n|p_i\rangle\langle p_j|\tilde\psi_n\rangle,$$

$$x^J=2\sum_nf_n\sigma_n(\psi^{1,J}_n-\tilde\psi^{1,J}_n)(\tilde\psi_n-\tilde\psi^{1,J}_n).$$

The theorem states:

(a) $m(\mathbf R_I)=\tilde m(\mathbf R_I)+\dfrac1{4\pi}\displaystyle\sum_{ij:\,l_i=l_j=0}D^I_{ij}\,[w_i(0)w_j(0)-\tilde w_i(0)\tilde w_j(0)]+x^I(\mathbf R_I)$.

(b) $T_{ab}=\tilde T_{ab}+\Delta T^I_{ab}+\sum_{J\ne I}\Delta T^J_{ab}+\sum_J\mathrm{PV}\!\int x^JK_{ab}$, where $\tilde T$ is $T$ applied to $\tilde m$,

$$\Delta T^I_{ab}=\sum_{ij}D^I_{ij}W^{ab}_{ij}\int_0^{r_c}\frac{u_iu_j-\tilde u_i\tilde u_j}{r^3}dr,\qquad W^{ab}_{ij}=\oint Y_iY_j(3n_an_b-\delta_{ab})\,d\Omega,$$

$$\Delta T^J_{ab}=\sum_{n=0}^{2l_{\max}}\frac1{n!}\sum_{c_1\dots c_n}q^J_{c_1\dots c_n}\,\partial_{c_1}\!\cdots\partial_{c_n}K_{ab}(\mathbf d),\qquad q^J_{c_1\dots c_n}=\int_{\Omega_J}\Delta m^J\,\rho_{c_1}\!\cdots\rho_{c_n}\,d^3\rho,$$

with $\mathbf d=\mathbf R_J-\mathbf R_I$, $\boldsymbol\rho=\mathbf r-\mathbf R_J$.

(c) If $\tilde\psi_n=\tilde\psi_n^{1,J}$ inside every $\Omega_J$, all $x^J$ vanish.

Lemma 3 evaluates $W^{ab}_{ij}$, which is zero unless $l_i+l_j$ is even and $|l_i-l_j|\le2\le l_i+l_j$. Lemma 4: if $g(\boldsymbol\rho)$ vanishes for $\rho>r_c$, has only $L\le L_0$, and $|\mathbf d|>r_c$, then $\int g\,K_{ab}(\mathbf d+\boldsymbol\rho)\,d^3\rho$ equals its Taylor series in the moments of $g$ cut at order $L_0$; order $n$ depends only on the $L=n$ part. Part (a) is proved; the proof continues with (b).

(b) In $\Omega_I$ cut out $r<\eta$ and write $d^3r=r^2dr\,d\Omega$. Then $\phi_i\phi_jK_{ab}\,r^2=u_iu_jr^{-3}\,Y_iY_j(3n_an_b-\delta_{ab})$ factorizes into a radial integral over $(\eta,r_c)$ times $W_{ij}$. Pairs with $W_{ij}=0$ vanish for every $\eta$. The others have $l_i+l_j\ge2$ by Lemma 3, and their integrand behaves as $r^{l_i+l_j-1}$, so the limit $\eta\to0$ exists. For $J\ne I$, $\Delta m^J$ has $L\le2l_{\max}$ and $d>r_c^J$ by (A1), so Lemma 4 applies.

(c) The factor $\psi^{1,J}_n-\tilde\psi_n^{1,J}$ vanishes outside $\Omega_J$ and the factor $\tilde\psi_n-\tilde\psi^{1,J}_n$ inside. $\square$

*Remark on the pairs.* The $ss$ radial integral diverges logarithmically and must be dropped through $W_{ss}=0$, never evaluated and multiplied by a rounded zero. The $sd$ pair is allowed, and it is linear in the $d$ amplitude, so in an orbital that also has an $s$ component a sufficiently small $d$ admixture matters more through $sd$ than through $dd$, which is quadratic in it. Keeping only the diagonal of $D$ loses this term and also the products of two partial waves of the same $l$, whose coefficient, for a single orbital, is in magnitude the geometric mean of the two diagonal ones.

*Remark on compensation densities.* By Lemma 4, any $\hat m^J$ confined to $\Omega_J$ with the same multipoles $\int\rho^LY_{LM}\,\hat m^J$ as $\Delta m^J$ gives $\Delta T^J$ exactly. If the smooth functional is applied to $\tilde m+\sum_J\hat m^J$ with $J=I$ included, the term $T[\hat m^I]$ has been added without right, because Lemma 4 fails at $\mathbf d=0$, and the on-site term must become $\Delta T^I-T[\hat m^I]$. The same holds for $\hat m^I(\mathbf R_I)$ in the contact term.

*Remark on limits.* If $\tilde\phi_i=\phi_i$, every correction vanishes and $\tilde\psi=\psi$. The all-electron one-centre $pp$ integral behaves as $w_iw_j\,r_c^2/2$ for small $r_c$, so a sphere with $Zr_c\ll1$ holds little of the dipolar coupling. This limit and the next apply only for $Zr_c\ll1$, far below usual radii: in the worked example $Zr_c=6.6$ and the sphere holds $1.9288/2.0901$, about 92%, of the $pp$ integral. The contact correction vanishes more slowly, linearly in $r_c$: the smooth $s$ wave shares the value and slope of the true one at $r_c$ but has no cusp, so $\tilde w_i(0)$ differs from $w_i(0)$ by a relative amount of order $Zr_c$.

**Lemma 5.** If $\tilde m(\mathbf r)=\sum_{\mathbf G}\tilde m(\mathbf G)e^{i\mathbf G\cdot\mathbf r}$, and the integral over all space is taken over growing spheres about $\mathbf R_I$, then

$$\tilde T_{ab}=-4\pi\sum_{\mathbf G\ne0}\tilde m(\mathbf G)\,e^{i\mathbf G\cdot\mathbf R_I}\Big(\hat G_a\hat G_b-\tfrac13\delta_{ab}\Big).$$

*Proof.* The expansion $e^{i\mathbf G\cdot\mathbf r}=4\pi\sum_{LM}i^Lj_L(Gr)Y_{LM}(\hat{\mathbf G})Y_{LM}(\mathbf n)$ gives, for any $L=2$ function $F$, $\oint e^{i\mathbf G\cdot\mathbf r}F(\mathbf n)\,d\Omega=4\pi i^2j_2(Gr)F(\hat{\mathbf G})$. With $F=3n_an_b-\delta_{ab}$ the radial factor is $\int_0^\infty j_2(Gr)\,dr/r=\int_0^\infty j_2(x)\,dx/x$. The recurrence $\frac{d}{dx}(j_1/x)=-j_2/x$, with $j_1/x\to1/3$ at zero and $\to0$ at infinity, makes it $1/3$. So each wave contributes $-\frac{4\pi}3(3\hat G_a\hat G_b-\delta_{ab})$. A constant has no $L=2$ part, so $\mathbf G=0$ contributes nothing on any sphere. $\square$

Leaving out the $\delta_{ab}/3$ gives the transform of $\partial_a\partial_b(1/r)$, which by Lemma 1 contains a spurious isotropic piece. In the sum over $\mathbf G\ne0$ it is $-\frac{4\pi}{3}\delta_{ab}\sum_{\mathbf G\ne0}\tilde m(\mathbf G)e^{i\mathbf G\cdot\mathbf R_I}=-\frac{4\pi}{3}\delta_{ab}\,[\tilde m(\mathbf R_I)-\tilde m(\mathbf G=0)]$, that is, $-4\pi/3$ times the smooth density at the nucleus measured from its cell average. For non-spherical summation the $\mathbf G=0$ term becomes a shape-dependent demagnetizing term.

The lemma can be tested on $g=\pi^{-3/2}e^{-|\mathbf r-\mathbf d|^2}$, whose transform is $e^{-G^2/4}e^{-i\mathbf G\cdot\mathbf d}$, with $\sum_{\mathbf G}\to\int d^3G/(2\pi)^3$. In real space let $s=|\mathbf r-\mathbf d|$ and $E=\operatorname{erf}s$, so that $E'=2e^{-s^2}/\sqrt\pi$ and $E''=-2sE'$. The potential $\varphi=\int g/|\mathbf r-\mathbf r'|$ is $E/s$, since $\nabla^2\varphi=E''/s=-2E'=-4\pi g$. By Lemma 1, $T$ is the traceless part of the Hessian of $\varphi$. The Hessian of a radial function is $\varphi''n_an_b+(\varphi'/s)(\delta_{ab}-n_an_b)$, with traceless part $(\varphi''-\varphi'/s)(n_an_b-\delta_{ab}/3)$. From $\varphi'=E'/s-E/s^2$ and $\varphi''=E''/s-2E'/s^2+2E/s^3$ one finds $\varphi''-\varphi'/s=3E/s^3-3E'/s^2-2E'$, which tends to $3/s^3$ at large $s$, as for a point. For $\mathbf d=(0.5,1,1)$ bohr this formula gives $T_{yz}=0.20547815$ bohr$^{-3}$, and three-dimensional quadrature of the reciprocal-space integral gives the same eight decimals.

## The pseudized radial atom

The theorem takes $\tilde\psi$ as given. A test against an all-electron atom also needs the equation that determines $\tilde\psi$, and its errors enter the couplings. Take a central potential $V(r)$ with $rV\to-Z$, and work in one channel $l$ with $t=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}$ and $\langle f|g\rangle_c=\int_0^{r_c}fg\,dr$. Inserting $u=r^{l+1}w$ into $(t+V-\varepsilon)u=0$ and using $u''=r^{l+1}w''+2(l+1)r^lw'+l(l+1)r^{l-1}w$ gives $w''+2(l+1)w'/r=2(V-\varepsilon)w$. Its $1/r$ terms force $w'(0)=-Zw(0)/(l+1)$. The construction is as follows.

1. $u_j$ is the regular solution at a reference energy $\varepsilon_j$, $j=1,\dots,N$, scaled to $w_j(0)=1$.
2. $\tilde v$ equals $V$ for $r\ge r_c$, and inside it is the polynomial in $y^2$, $y=r/r_c$, of degree 3 that matches $V$ and its first three derivatives at $r_c$.
3. With $k=(1-y^2)^3$ inside and zero outside, $\tilde u_j$ is the regular solution of $(t+\tilde v-\varepsilon_j-C_jk)\tilde u_j=0$. The number $C_j$ is chosen so that $\tilde u_j'/\tilde u_j=u_j'/u_j$ at $r_c$ with $\tilde u_j$ nodeless inside, and the scale so that $\tilde u_j(r_c)=u_j(r_c)$.
4. $M_{ij}=\langle\tilde u_i|k|\tilde u_j\rangle_c$ and $p_i=\sum_nk\tilde u_n(M^{-1})_{ni}$.
5. $\Delta O_{ij}=\langle u_i|u_j\rangle_c-\langle\tilde u_i|\tilde u_j\rangle_c$ and $\Delta H_{ij}=\langle u_i|t+V|u_j\rangle_c-\langle\tilde u_i|t+\tilde v|\tilde u_j\rangle_c$. The smooth orbital solves $\tilde H\tilde u=E\tilde S\tilde u$ with $\langle\tilde u|\tilde S|\tilde u\rangle=1$, where $\tilde H=t+\tilde v+\sum|p_i\rangle\Delta H_{ij}\langle p_j|$ and $\tilde S=1+\sum|p_i\rangle\Delta O_{ij}\langle p_j|$.

The operator $\tilde S$ is Lemma 2 applied to the norm with the cross term dropped. $M$ is a Gram matrix with weight $k\ge0$, positive definite for independent $\tilde u_j$, and $\langle p_i|\tilde u_j\rangle=\sum_n(M^{-1})_{ni}M_{nj}=\delta_{ij}$ because $M$ is symmetric.

**Lemma 6.** $\Delta H_{ij}=\varepsilon_j\Delta O_{ij}-C_jM_{ij}$ is symmetric. If an all-electron eigenvalue equals a reference energy $\varepsilon_j$, the PAW problem has the same eigenvalue and the contribution of this channel to the PAW density is exact.

*Proof.* The equations of steps 1 and 3 give $(t+V)u_j=\varepsilon_ju_j$ and $(t+\tilde v)\tilde u_j=(\varepsilon_j+C_jk)\tilde u_j$, hence the formula. Integration by parts gives $\langle u_i|t|u_j\rangle_c-\langle u_j|t|u_i\rangle_c=-\frac12(u_iu_j'-u_ju_i')_{r_c}$, with no term at the origin where $u=0$. The smooth waves have the same values and slopes at $r_c$, so the same surface term appears for them and cancels in $\Delta H_{ij}-\Delta H_{ji}$. Let $u$ be the normalized all-electron state at $\varepsilon_j$. The regular solution is unique up to scale, so $u=\kappa u_j$ inside. Define $\tilde u=\kappa\tilde u_j$ inside and $\tilde u=u$ outside, a function with continuous value and slope. Its projections are $\kappa\delta_{ij}$, and

$$(\tilde H-\varepsilon_j\tilde S)\tilde u=\kappa\Big[C_jk\tilde u_j+\sum_ip_i(\Delta H_{ij}-\varepsilon_j\Delta O_{ij})\Big]=\kappa C_j\Big[k\tilde u_j-\sum_ip_iM_{ij}\Big]=0 ,$$

since $\sum_ip_iM_{ij}=k\tilde u_j$. The norm is $\int\tilde u^2+\kappa^2\Delta O_{jj}=\int u^2=1$. Inside, $\tilde u^1=\tilde u$ and $u^1=u$, so condition (c) holds and the reconstruction is the exact state. $\square$

**Lemma 7.** Let $\varepsilon$ be the all-electron eigenvalue and $\omega=\prod_{j=1}^N(\varepsilon-\varepsilon_j)$. Assume that $u(\varepsilon')$, $\tilde u(\varepsilon')$, $C(\varepsilon')$ are smooth in $\varepsilon'$ over the range spanned, that $\tilde u$ and its first $N$ divided differences in energy are independent, that $\tilde S$ is positive definite, and that only one PAW level lies near $\varepsilon$. Then the PAW eigenvalue is wrong by $O(\omega^2)$, and the PAW couplings and the cross term are wrong or of size $O(\omega)$.

*Proof.* Let $\chi=\tilde u(\varepsilon)$ inside, continued by the all-electron solution outside, so that $(t+\tilde v-\varepsilon)\chi=Ck\chi$ with $C=C(\varepsilon)$. Let $\Pi=\sum_i|\tilde u_i\rangle\langle p_i|$. By step 4 it is the projector on the span of the $\tilde u_j$ that is orthogonal in the product weighted by $k$. Let $\mathcal V$ be the span of the $\tilde u_j$ and $\chi$, let $\tau$ be the linear map $\tilde u(\varepsilon')\mapsto u(\varepsilon')$ on $\mathcal V$, and define on $\mathcal V$

$$b(f,g)=\langle\tau f|t+V-\varepsilon|\tau g\rangle_c-\langle f|t+\tilde v-\varepsilon|g\rangle_c .$$

It is symmetric by the surface argument of Lemma 6, the non-local part of $\tilde H-\varepsilon\tilde S$ is $b(\Pi f,\Pi g)$, and $b(f,\chi)=-C\langle f|k|\chi\rangle_c$ because $\tau\chi$ solves the all-electron equation at $\varepsilon$. In the basis of divided differences of $\tilde u$, the maps $\tau$ and $b$ have as entries divided differences of smooth functions, so they stay bounded even when the energies approach one another. Polynomial interpolation in energy gives $\chi=\sum_ja_j\tilde u_j+\omega\zeta$ inside, with $a_j$ the Lagrange weights and $\zeta$ the divided difference of order $N$. Hence $\eta=\chi-\Pi\chi=\omega(1-\Pi)\zeta=O(\omega)$ and $\eta\in\mathcal V$. For any $f$,

$$\langle f|\tilde H-\varepsilon\tilde S|\chi\rangle=C\langle f|k|\chi\rangle+b(\Pi f,\chi)-b(\Pi f,\eta)=C\langle f-\Pi f|k|\eta\rangle-b(\Pi f,\eta),$$

where $f-\Pi f$ being $k$-orthogonal to $\Pi\chi$ allowed $\chi\to\eta$. The residual is $O(\omega)$. Expand $\chi=\sum_n\gamma_n\tilde u^{(n)}$ in $\tilde S$-orthonormal eigenfunctions. The squared $\tilde S^{-1}$-norm of the residual is $\sum_n\gamma_n^2(E_n-\varepsilon)^2=O(\omega^2)$, so the levels at a finite distance have $\gamma_n=O(\omega)$ in the mean square and the near level has $\tilde u^{(0)}\propto\chi+O(\omega)$. The difference obeys a radial equation with an $O(\omega)$ source, so the estimate also holds point by point. For the energy put $f=\chi$. Then $b(\Pi\chi,\eta)=b(\chi,\eta)-b(\eta,\eta)=-C\langle\eta|k|\chi\rangle-b(\eta,\eta)$ and $\langle\eta|k|\chi\rangle=\langle\eta|k|\eta\rangle$, so $\langle\chi|\tilde H-\varepsilon\tilde S|\chi\rangle=2C\langle\eta|k|\eta\rangle+b(\eta,\eta)=O(\omega^2)$. The left side is $\sum_n\gamma_n^2(E_n-\varepsilon)$, in which the far levels give $O(\omega^2)$, so $E_0-\varepsilon=O(\omega^2)$. For the density, $\tilde u^1=\Pi\chi+O(\omega)=\chi+O(\omega)$ and $u^1=\tau\Pi\chi+O(\omega)=u(\varepsilon)+O(\omega)$. Thus $\tilde u^2+(u^1)^2-(\tilde u^1)^2$ is the exact density up to $O(\omega)$, and the cross term carries the factor $\tilde u-\tilde u^1=O(\omega)$. $\square$

One wave at $\varepsilon+\delta$ has $\omega=-\delta$, and two waves at $\varepsilon\pm\delta$ have $\omega=-\delta^2$, so halving $\delta$ should divide the error of a coupling by 2 and by 4. An accurate eigenvalue is weak evidence for an accurate hyperfine constant, because it is tested at second order only. An incomplete set produces two separate errors of the same order: the dropped cross term, and the error of $u^1$ itself as a copy of the true orbital. Restoring the first does not cure the second.

## Worked example: a carbon-like atom

The model potential is $rV=-\{1+(Z-1)/[H(e^{r/a}-1)+1]\}$ with chosen $Z=6$, $a=0.88$ bohr, $H=1.76$. A hard wall at 5.0 bohr stands for the environment, and $r_c=1.1$ bohr. The nuclear factor is the chosen input $g_N=1.4048$, roughly that of $^{13}$C. One unpaired electron ($2S=1$) occupies $\psi=\sum_lc_lu_lY_l/r$ with $c_s^2=0.20$, $c_p^2=0.75$, $c_d^2=0.05$, all $c_l>0$, $\mathbf e=(0.6,0,0.8)$ and $d_{z^2}$. The $u_l$ are the normalized 2s, 2p and 3d states in the box, with $w(0)>0$. This hybrid is a test orbital that exercises every pair, not an eigenstate of the spherical atom.

The all-electron and the PAW couplings were computed numerically by separate routes, which share the outward integration that also supplies the all-electron partial waves. The all-electron states came from outward integration of the equation for $w$ with a root search on $u=0$ at the wall, a solver checked on the hydrogen 1s and 2p energies, $|\psi(0)|^2=1/\pi$ and $\langle r^{-3}\rangle=1/24$; their tensor came from Gauss quadrature of the definition in three dimensions. The PAW states came from the generalized eigenproblem in 100 spherical Bessel functions per $l$ that vanish at the wall (largest $s$ wavenumber 62.83 bohr$^{-1}$), with $\tilde T$ from real-space quadrature and the corrections from Lemma 3.

The prefactor, with $\alpha=0.007297353$, $g_e=2.0023193$, $m_p=1836.1527$, is

$$P=\frac{0.007297353^2\times2.0023193\times1.4048}{4\times1836.1527}=2.039434\times10^{-8}\ \text{Ha bohr}^3,$$

which with 1 Ha $=6.579684\times10^9$ MHz is 134.1883 MHz bohr$^3$.

The smooth potential is $\tilde v=-5.826+7.9088y^2-5.0792y^4+1.2429y^6$ Ha. Two partial waves per channel were placed away from the eigenvalues on purpose.

| $l$ | $\varepsilon_1,\varepsilon_2$ (Ha) | $C_1,C_2$ (Ha) | projections | $E$ (Ha) |
|---|---|---|---|---|
| 0 | $-0.8,\ -0.2$ | $-8.3417,\ -8.5217$ | 5.10837, 1.25540 | $-0.676925$ |
| 1 | $-0.5,\ 0.1$ | 4.1503, 4.3776 | 5.51682, 1.64905 | $-0.366727$ |
| 2 | $0.1,\ 0.7$ | 2.0608, 2.1253 | 0.43103, 0.16804 | 0.263498 |

The PAW and all-electron energies agree in all six decimals, and no PAW level lies below them, so there is no ghost state below them and the 1s level has been removed. The $s$ strengths are negative, a repulsion $-Ck>0$ that lifts the nodeless wave to the 2s energy. The $p$ and $d$ strengths are positive and replace the attraction lost when $V$ was flattened.

The theorem is now proved, the errors of an incomplete partial-wave set are estimated, and the PAW energies of the carbon-like atom agree with the all-electron ones in all six decimals. The contact and dipolar couplings themselves, the test of the error scaling, the off-site term and the limits of the assumptions remain.
